\section*{When an intruder stops the state-universal Bloch iteration in three levels}

\section*{Question}

I am trying to understand intruder states in state-universal coupled-cluster theory on the smallest model I could think of. There are two model states $|1\rangle,|2\rangle$ with energies $e_1=0$ and $e_2=0.8$ eV, and one outer state $|3\rangle$ with $e_3=1.0$ eV. The outer state couples to each model state with the same real strength $g$, and the model states do not couple to each other. I give each reference its own amplitude $x_i$ for the excitation $|i\rangle\to|3\rangle$, start from $x_i=0$, and iterate with the bare denominators $e_3-e_i$.

At $g=0.15$ eV this converges slowly. At $g=0.18$ eV it never settles: the first four values of $x_2$ are $-0.900$, $-0.025$, $-0.896$, $-0.036$, and after 20\,000 steps there is still no limit. Yet I can diagonalize the $3\times3$ matrix and nothing special seems to happen there.

Does the Bloch equation lose its solution, or is the iteration at fault? And at what coupling does the trouble start?

\section*{Answer}

The iteration is at fault. The Bloch equation can be solved in closed form at every coupling, and the stability of the iteration at that solution then gives the threshold.

\subsection*{The equation and its three solutions}

I keep the couplings general, $v_i=\langle 3|H|i\rangle=g c_i$, with $g$ an energy and $c_i$ real, nonzero numbers. Your case is $c_1=c_2=1$. Define the gaps $D_i=e_3-e_i$, with $D_1>D_2>0$. Diagonal interactions are taken to be included in the $e_i$.

The cluster operator of reference $i$ is $T_i=x_i|3\rangle\langle i|$. Since $T_i^2=0$, we have $e^{T_i}|i\rangle=|i\rangle+x_i|3\rangle$ without truncation. The wave operator $\Omega$ maps $|i\rangle$ to this vector, and the Bloch equation is $H\Omega=\Omega H_{\rm eff}$. Its components in the model space give
\begin{equation}
(H_{\rm eff})_{ji}=e_i\delta_{ji}+v_jx_i .
\end{equation}
Its component on $|3\rangle$ is
\begin{equation}
v_i+e_3x_i=\sum_j x_j(H_{\rm eff})_{ji}=e_ix_i+s\,x_i,\qquad s=\sum_j v_jx_j ,
\end{equation}
that is,
\begin{equation}
v_i+D_ix_i-s\,x_i=0. \label{bloch}
\end{equation}
Keeping $D_ix_i$ on the left and moving the rest to the right gives your iteration,
\begin{equation}
x_i\leftarrow\frac{-v_i+s\,x_i}{D_i}. \label{iter}
\end{equation}

To solve (\ref{bloch}), write $(D_i-s)x_i=-v_i$. Because $v_i\neq0$, $D_i-s$ cannot vanish. Divide by it, multiply by $v_i$ and sum:
\begin{equation}
s=-\sum_i\frac{v_i^2}{D_i-s}.
\end{equation}
With $E=e_3-s$ we have $D_i-s=E-e_i$, so this becomes
\begin{equation}
E-e_3=\sum_i\frac{v_i^2}{E-e_i}, \label{secular}
\end{equation}
which is the secular equation of the full $3\times3$ matrix. There is one Bloch solution for each exact level $E_k$:
\begin{equation}
x_i=-\frac{v_i}{E_k-e_i},\qquad s=e_3-E_k. \label{solutions}
\end{equation}
The eigenvalues of $H_{\rm eff}$ are two exact levels, because $H_{\rm eff}a=Ea$ implies $H\Omega a=E\Omega a$. Their sum is $e_1+e_2+s=e_1+e_2+e_3-E_k$. Since the three exact levels add up to $e_1+e_2+e_3$, $E_k$ is the level left out.

The difference of the two sides of (\ref{secular}), left minus right, rises with $E$ between its poles, from $-\infty$ to $+\infty$. Hence $E_1<e_1<E_2<e_2<E_3$. At $E=e_3$ the difference is $-\sum_i v_i^2/D_i<0$, so $E_3>e_3$. You want the solution that leaves out $E_3$. Let $\sigma=E_3-e_3>0$ be the upward shift of the top level. For this solution
\begin{equation}
s=-\sigma,\qquad x_i=-\frac{v_i}{D_i+\sigma},\qquad \sigma=\sum_i\frac{v_i^2}{D_i+\sigma}. \label{wanted}
\end{equation}
The last relation reads $g^2=\sigma/\sum_i c_i^2/(D_i+\sigma)$. Its right side rises with $\sigma$, so $\sigma$ grows smoothly with $g$, and the solution exists at every coupling.

\subsection*{Stability of the wanted solution}

A small error in $x$ is multiplied at each step by the Jacobian of (\ref{iter}),
\begin{equation}
J_{ij}=\frac{s\,\delta_{ij}+x_iv_j}{D_i}. \label{jac}
\end{equation}
Let $y$ be an eigenvector with eigenvalue $-\mu$. Inserting (\ref{wanted}) gives
\begin{equation}
(\mu D_i-\sigma)\,y_i=\frac{v_i}{D_i+\sigma}\,(v\cdot y).
\end{equation}
If $v\cdot y$ were zero, at most one $y_i$ could be nonzero, since $D_1\ne D_2$; but then $v\cdot y\neq0$, a contradiction. So we may divide by $\mu D_i-\sigma$, multiply by $v_i$, sum, and cancel $v\cdot y$:
\begin{equation}
R(\mu)\equiv\sum_i\frac{v_i^2}{(D_i+\sigma)(\mu D_i-\sigma)}=1. \label{mu}
\end{equation}
Between $\mu=\sigma/D_1$ and $\sigma/D_2$, $R$ falls from $+\infty$ to $-\infty$; above $\sigma/D_2$ it falls from $+\infty$ to $0$. Each interval holds one root, which accounts for both eigenvalues. Both $\mu$ are positive, so both multipliers $-\mu$ are negative and the component of the error along each eigenvector changes sign at every step. This is the hopping you see.

The solution attracts if the larger root is below 1, which requires $\sigma<D_2$ and $R(1)<1$. Multiply $R(1)<1$ by $\sigma$ and use (\ref{wanted}) on the right:
\begin{equation}
\sum_i\frac{v_i^2\,\sigma}{D_i^2-\sigma^2}<\sum_i\frac{v_i^2}{D_i+\sigma}
=\sum_i\frac{v_i^2(D_i-\sigma)}{D_i^2-\sigma^2}.
\end{equation}
Collecting terms and dividing by $g^2$ gives
\begin{equation}
F(\sigma)\equiv\sum_i\frac{c_i^2(2\sigma-D_i)}{D_i^2-\sigma^2}<0 .
\end{equation}
The derivative of each term is $2c_i^2(D_i^2-D_i\sigma+\sigma^2)/(D_i^2-\sigma^2)^2>0$. Since $F(0)<0$ and $F\to+\infty$ as $\sigma\to D_2$, there is one zero $\sigma_c$. The threshold is therefore
\begin{equation}
F(\sigma_c)=0,\quad 0<\sigma_c<D_2,\qquad
g_c^2=\frac{\sigma_c}{\sum_i c_i^2/(D_i+\sigma_c)} . \label{threshold}
\end{equation}
The solution attracts for $g<g_c$ and is unstable for $g>g_c$.

\subsection*{Your numbers}

With $D_1=1.0$ eV, $D_2=0.2$ eV and equal couplings, the zero of $F$ is at $\sigma_c=0.1109$ eV. The two terms of $F$ indeed cancel there (in eV$^{-1}$):
\begin{equation}
\frac{0.2218-1}{1-0.0123}+\frac{0.2218-0.2}{0.04-0.0123}\approx-0.79+0.79 .
\end{equation}
Then
\begin{equation}
g_c^2=\frac{0.1109}{1/1.1109+1/0.3109}\ {\rm eV}^2=0.0269\ {\rm eV}^2,
\end{equation}
so $g_c=0.164$ eV, or $0.00603$ hartree. This lies between your two trials. The larger multiplier in magnitude is $-0.872$ at $g=0.15$ eV, hence the slow convergence, and $-1.147$ at $0.18$ eV.

Nothing happens to the exact states at $g_c$. The levels are $-0.027$, $0.716$ and $1.111$ eV, so the upper two are $0.39$ eV apart, and the Bloch amplitudes are a moderate $-0.148$ and $-0.528$. The value $g_c$ belongs to the iteration. The perturbation series in $g$, the usual test for an intruder, fails earlier: the upper two levels meet at the imaginary coupling $g^2=-0.0090$ eV$^2$, so the series diverges for $g>0.095$ eV, including your convergent run at $0.15$ eV.

\subsection*{Why the outer state is an intruder}

Let $D_2/D_1\to0$ at fixed $c_1/c_2$. In $F$ the first term tends to $-c_1^2/D_1$, while the second is $(c_2^2/D_2)(2t-1)/(1-t^2)$ with $t=\sigma/D_2$. Their sum can vanish only if $t\to1/2$. In (\ref{wanted}) the term of state 1 then becomes negligible, so $v_2^2\to\sigma_c(D_2+\sigma_c)=\tfrac12D_2\cdot\tfrac32D_2$, and
\begin{equation}
|v_2|\to\frac{\sqrt3}{2}\,D_2 .
\end{equation}
The small gap sets the limit, however large $D_1$ is. For your gaps this estimate gives $0.173$ eV, about 6\% above $g_c$.

Two controls confirm the cause. If $D_2$ is widened to 1 eV, both gaps are equal, $F=0$ gives $\sigma_c=\tfrac12$ eV, and (\ref{wanted}) gives $2g_c^2=\tfrac12\cdot\tfrac32$ eV$^2$, so $g_c=0.612$ eV. If instead state 2 is uncoupled, the zero start keeps $x_2=0$. One reference remains, with $g_c^2=\tfrac12\cdot\tfrac32$ eV$^2$ and $g_c=0.866$ eV. This last value needs $x_2$ to stay exactly zero. By (\ref{jac}) an error in $x_2$ is still multiplied by $-\sigma/D_2$, which passes $-1$ at $\sigma=D_2$; with $g^2=\sigma(D_1+\sigma)$ this is $g^2=0.2\cdot1.2$ eV$^2$, or $g=0.490$ eV. That is the value $g_c$ approaches as $c_2\to0$, so a weak but nonzero coupling of state 2 raises the threshold about threefold, while widening the gap raises it by a factor of 3.7.

\subsection*{Could the iteration find another solution?}

Above $g_c$ one might expect it to settle on a solution that leaves out $E_1$ or $E_2$. Those are unstable at every coupling. From (\ref{jac}), (\ref{solutions}) and the determinant of a diagonal matrix plus a product of two vectors,
\begin{equation}
\det(1-J)=\frac{(D_1-s)(D_2-s)}{D_1D_2}\left[1+\sum_i\frac{v_i^2}{(D_i-s)^2}\right].
\end{equation}
If $E_2$ is left out, $e_1<E_2<e_2$ means $D_2<s<D_1$, and the determinant is negative. It equals the product of $1-\lambda$ over the two eigenvalues $\lambda$ of $J$, so one $\lambda$ is real and exceeds 1. If $E_1$ is left out, $s>D_1$ and $x_iv_i=-v_i^2/(D_i-s)>0$. Then ${\rm tr}\,J=\sum_i(s+x_iv_i)/D_i>2$, and some eigenvalue has real part above 1. Unstable does not mean repelling in every direction. For your gaps the solution that leaves out $E_2$ is a saddle, with multipliers $0.28$ and $3.15$ at $g=0.18$ eV, and a run can reach it only along its attracting direction. From a zero start in exact arithmetic this happens at the isolated coupling $g\approx0.2691$ eV.

\subsection*{What happens from a zero start}

Stability is a local statement, but you start from zero. Use $p_i=-v_ix_i$ and $P=\sum_ip_i=-s$. The iteration becomes
\begin{equation}
p_i\leftarrow\frac{v_i^2-P\,p_i}{D_i}. \label{pmap}
\end{equation}
Assume
\begin{equation}
\sum_i\frac{v_i^2}{D_i}<D_2. \label{box}
\end{equation}
If $0\le p_i\le v_i^2/D_i$, then $P<D_2$ and $Pp_i<v_i^2$, so the new $p_i$ lies in the same range. Within it, larger $p$ gives smaller new $p$. Starting from $p=0$, the even iterates therefore rise, the odd ones fall, and every even iterate stays below every odd one. They tend to limits $a_i\le b_i$ that (\ref{pmap}) maps into each other. Let $A$ and $B$ be the sums of $a_i$ and $b_i$. If $A=B$, then $a=b$ is a fixed point. It must be the wanted one, since $P=\sum_iv_i^2/(D_i+P)$ has a single positive root. If $A<B$, the limits form a two-cycle:
\begin{equation}
D_ib_i=v_i^2-Aa_i,\qquad D_ia_i=v_i^2-Bb_i .
\end{equation}
Multiplying the first equation by $D_i$ and inserting the second gives $b_i$; the same with the roles exchanged gives $a_i$:
\begin{equation}
b_i=\frac{v_i^2(D_i-A)}{D_i^2-q},\qquad a_i=\frac{v_i^2(D_i-B)}{D_i^2-q},\qquad q=AB<D_2^2 .
\end{equation}
Sum over $i$. The difference of the two sums, divided by $B-A$, and their total give
\begin{equation}
1=\sum_i\frac{v_i^2}{D_i^2-q},\qquad A+B=\sum_i\frac{v_i^2D_i}{D_i^2-q}. \label{cycle}
\end{equation}

Both statements that follow hold as long as (\ref{box}) does.

\emph{Below $g_c$ there is no such cycle.} As $g$ grows, the first relation forces $q$ down. The second says that $A+B$ is an average of the $D_i$ with weights $v_i^2/(D_i^2-q)$. The ratio of weight 1 to weight 2 is proportional to $(D_2^2-q)/(D_1^2-q)$, which rises as $q$ falls, so the average moves towards the larger gap $D_1$. Thus $(B-A)^2=(A+B)^2-4q$ increases with $g$. It vanishes when $A=B=\sigma$ and $q=\sigma^2$. The first relation is then $R(1)=1$, and the second minus $\sigma$ times the first is (\ref{wanted}), so this point is $g_c$. Below it $(B-A)^2$ would be negative, and the iteration converges.

\emph{Above $g_c$ the iteration cannot converge.} Let $p^*$ be the fixed point and $p=p^*\mp d$ with $d_i\ge0$, the upper sign for even iterates. With $\delta=\sum_id_i$, (\ref{pmap}) gives a new deviation of opposite sign and size
\begin{equation}
d_i'=\frac{\sigma d_i+\delta p_i^*\mp\delta d_i}{D_i}.
\end{equation}
The linear part is a matrix with positive entries, whose largest eigenvalue is the larger $\mu$, now above 1. Its left eigenvector $\ell$ has positive components, so once $d$ is small, $\ell\cdot d$ grows. Nor can $d$ reach zero in one step: for the upper sign the numerator is $(\sigma-\delta)d_i+\delta p_i^*$ with $\sigma-\delta=P\ge0$, which is positive, and for the lower sign every term is nonnegative and $\delta p_i^*>0$. The limits must form the two-cycle.

At $g=0.18$ eV the left side of (\ref{box}) is $0.972\,D_2$, so the argument applies. That side grows as $g^2$, so (\ref{box}) also holds at every smaller coupling, including $g_c$ and $0.15$ eV. Equations (\ref{cycle}) give $A=0.0339$ and $B=0.1922$ eV, and the iteration reaches the same values. On the cycle the upper eigenvalue of $H_{\rm eff}$ jumps between $0.793$ and $0.647$ eV, while the exact level is $0.705$ eV.

So just above $g_c$ the iteration fails to settle, but its amplitudes stay bounded as long as (\ref{box}) holds. At $g=0.40$ eV, where (\ref{box}) fails, an amplitude exceeds $10^6$ at step 5. I have not located the onset of this runaway.

\subsection*{Two ways to reach the solution}

\emph{Damping.} Accept only a fraction $\eta$ of each update. A multiplier $-\mu$ becomes $(1-\eta)-\eta\mu=1-\eta(1+\mu)$. Since both $\mu$ are positive, any $0<\eta<2/(1+\mu_{\max})$ makes the wanted solution attract. At $g=0.18$ eV this means $\eta<0.93$; with $\eta=0.5$ the run converges in 31 steps.

\emph{Updated denominators.} Equation (\ref{bloch}) can also be written $x(H_{\rm eff}-e_3)=v^{T}$, with $x$ a row. Solve it for a new $x$ with $H_{\rm eff}$ built from the old one. Linearizing, and using $x\cdot v=-\sigma$, gives
\begin{equation}
\delta x_{\rm new}(H_{\rm eff}-e_3)=\sigma\,\delta x_{\rm old},
\end{equation}
so the multipliers are $-\sigma/(e_3-E_k)$ for $k=1,2$. The larger in magnitude has $k=2$, and stability needs $\sigma<e_3-E_2$. The trace gives $\sigma=(e_1-E_1)+(e_2-E_2)$, while $e_3-E_2=D_2+(e_2-E_2)$. The condition is thus $e_1-E_1<D_2$. As $E_1$ falls with growing $g$, the limit is at $E_1=e_1-D_2$. There $E_1-e_3=-(D_1+D_2)$, $E_1-e_1=-D_2$ and $E_1-e_2=-D_1$, so (\ref{secular}) gives
\begin{equation}
D_1+D_2=\frac{v_1^2}{D_2}+\frac{v_2^2}{D_1}.
\end{equation}
For equal couplings this is $g=\sqrt{D_1D_2}=0.447$ eV, well above $0.164$ eV. At $g=0.18$ eV this scheme converges from zero in 34 steps. An intruder still lowers the limit, but as the square root of the small gap instead of in proportion to it.

Here the limit is not only local. Component $i$ of the update reads $D_ix_{{\rm new},i}+v_i=(v\cdot x_{\rm new})\,x_{{\rm old},i}$. For the vector $u=(-x_1,-x_2,1)$ this says
\begin{equation}
(H-e_3)\,u_{\rm new}=-(v\cdot x_{\rm new})\,u_{\rm old},
\end{equation}
which is inverse iteration with shift $e_3$. By (\ref{solutions}), $u$ at a Bloch solution is the eigenvector of the level left out. So unless a step meets a singular matrix, $u$ turns towards the eigenvector of the level nearest $e_3$ from any start that overlaps it, and the zero start $u=(0,0,1)$ overlaps all three. Below the limit that level is $E_3$, and the wanted solution is reached. Above it the nearest level is $E_2$: the scheme still converges, but to the solution that leaves out $E_2$, so $H_{\rm eff}$ returns $E_1$ and $E_3$. Convergence alone therefore does not show that the wanted solution was found.

The formula for $g_c$ belongs to this model, with one outer state and these denominators. So does the statement that the Bloch solution exists at every coupling. With two outer states, one of them lying between the model levels, the projection of the kept exact states on the model space can become singular at some coupling, and the amplitudes then diverge. Nothing here covers truncated cluster operators. With more outer states each reference carries several amplitudes, and the Jacobian must be worked out afresh. The numerical check checks $g_c$ and the limit for updated denominators, for unequal couplings too, against numerical Jacobians taken at the solution found by diagonalization; $g_c$ is also bracketed by actual runs at $0.98\,g_c$ and $1.02\,g_c$.

\section*{Calculated quantities}
\begin{verbatim}
levels e1, e2, e3: 0.0, 0.8, 1.0 eV
gaps D1, D2: 1.0, 0.2 eV
sigma at threshold: 0.110911 eV
critical coupling g_c: 0.164143 eV = 0.006032 hartree
g_c/D2: 0.8207; at D2/D1 = 1e-4: 0.86600
small-gap estimate sqrt(3)/2*D2: 0.173205 eV
exact levels at g_c: [-0.027092  0.71618   1.110911] eV
Bloch amplitudes at g_c: [-0.147756 -0.527943]
largest (sum v^2/D)/D2 at g_c, equal couplings: 0.8470
g = 0.15 eV: converged, steps 198
  multipliers: [-0.872  -0.1066]
  (sum v^2/D)/D2: 0.6750
  exact levels: [-0.022607  0.726182  1.096426] eV
  exact amplitudes: [-0.136808 -0.506029]
  iterate 1: x = [-0.15 -0.75]
  iterate 2: x = [-0.12975 -0.24375]
  iterate 3: x = [-0.14273 -0.68172]
  iterate 4: x = [-0.13235 -0.32847]
  H_eff levels: [-0.022607  0.726182] eV
g = 0.18 eV: no limit, steps 20000
  multipliers: [-1.1469 -0.142 ]
  (sum v^2/D)/D2: 0.9720
  exact levels: [-0.032606  0.70498   1.127626] eV
  exact amplitudes: [-0.159627 -0.549407]
  iterate 1: x = [-0.18 -0.9 ]
  iterate 2: x = [-0.14501 -0.0252 ]
  iterate 3: x = [-0.17556 -0.89614]
  iterate 4: x = [-0.14613 -0.03565]
  two-cycle -s, iterated: [0.033853 0.192237] eV
  two-cycle -s, formula: [0.033853 0.192237] eV
  H_eff levels on cycle: [-0.02658  0.79273] eV
  H_eff levels on cycle: [-0.03897  0.64674] eV
  cure by damping 0.5: converged, steps 31
  cure by H_eff denominator: converged, steps 34
g = 0.40 eV: runaway, amplitude above 1e6 at step 5
limit with H_eff denominator: 0.447214 eV
control, D2 widened to 1 eV: g_c = 0.61237 eV
control, level 2 uncoupled (x2 = 0): g_c = 0.86603 eV
\end{verbatim}
